# Comment on negative local kinetic energy in the hydrogen 1s state

## The argument under review

The argument concerns one electron bound to a fixed point nucleus of charge $Z$, without relativity. It runs as follows.

> The 1s state has a definite energy $E$. If the electron is found at distance $r$, its potential energy is $V(r)$, so its kinetic energy there is $E-V(r)$. The same value follows from the wave function as $-\tfrac12\nabla^2\psi/\psi$. In hydrogen it is negative beyond a certain radius, and about 24 % of the electrons are found there. These electrons have negative kinetic energy, and the outer region lowers the kinetic energy of the atom.

Three questions have to be separated. Is the algebra right? Does the wave function define one kinetic energy at each point? Is that quantity what an electron found at the point possesses?

## The algebra

I use atomic units, in which $\hbar$, the electron mass and the elementary charge are 1. The normalized state and its density are

$$\psi=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad \rho=|\psi|^2=\frac{Z^3}{\pi}e^{-2Zr}.$$

For a function of $r$ alone, $\nabla^2\psi=\psi''+2\psi'/r$. Here $\psi'=-Z\psi$ and $\psi''=Z^2\psi$, so

$$\nabla^2\psi=\left(Z^2-\frac{2Z}{r}\right)\psi .$$

The density implied by the argument is the Laplacian form

$$t_L=-\tfrac12\,\mathrm{Re}(\psi^*\nabla^2\psi)=\left(\frac Zr-\frac{Z^2}{2}\right)\rho .$$

With $E=-Z^2/2$ and $V=-Z/r$, this is $t_L/\rho=E-V$, as claimed. It changes sign at $r=2/Z$, the classical turning point; for hydrogen this is 2 bohr, or 1.058 Å.

The algebra is therefore correct, but it carries less information than it seems to. The Schrödinger equation itself says $-\frac12\nabla^2\psi=(E-V)\psi$. A negative $t_L/\rho$ restates that $V$ exceeds $E$, or equivalently that $\nabla^2\psi$ has the same sign as $\psi$. Whether it is also the kinetic energy of a particle is a separate claim.

## A second density with the same total

The mean kinetic energy is $\langle T\rangle=\int t_L\,d^3r$. This fixes an integral, not an integrand. Integration by parts suggests another candidate, the gradient form

$$t_G=\tfrac12|\nabla\psi|^2 .$$

To find the difference, apply the product rule twice to $\rho=\psi^*\psi$, for any smooth complex $\psi$:

$$\nabla^2\rho=\psi^*\nabla^2\psi+\psi\nabla^2\psi^*+2\nabla\psi^*\cdot\nabla\psi
=2\,\mathrm{Re}(\psi^*\nabla^2\psi)+2|\nabla\psi|^2 .$$

The first term on the right is $-4t_L$ and the second is $4t_G$. Hence

$$t_L=t_G-\tfrac14\nabla^2\rho .$$

For 1s, $|\nabla\psi|^2=Z^2\psi^2$, so

$$t_G=\frac{Z^2}{2}\rho,\qquad
\nabla^2\rho=4(t_G-t_L)=\left(4Z^2-\frac{4Z}{r}\right)\rho .$$

The gradient form is positive at every distance. The two forms cross where $\nabla^2\rho=0$, at $r=1/Z$. Inside that radius $t_L$ is the larger, and it diverges as $1/r$ at the nucleus while $t_G$ stays finite. Outside it $t_L$ is the smaller.

The totals agree if $\nabla^2\rho$ integrates to zero. The nucleus needs care, because $\psi$ has a cusp there. Between a small sphere of radius $\varepsilon$ and a large one of radius $S$, the divergence theorem gives

$$\int_{\varepsilon<r<S}\nabla^2\rho\,d^3r=4\pi S^2\rho'(S)-4\pi\varepsilon^2\rho'(\varepsilon),\qquad \rho'=-2Z\rho .$$

The first term vanishes as $S\to\infty$ because $\rho$ decays exponentially. The second vanishes as $\varepsilon\to0$ because $\rho'$ remains finite. A delta function at the nucleus would require a finite flux through the small sphere, and there is none. Therefore

$$\int t_L\,d^3r=\int t_G\,d^3r=\frac{Z^2}{2}\int\rho\,d^3r=\frac{Z^2}{2}.$$

For hydrogen with a fixed nucleus this is 13.606 eV. All hydrogen numbers here are fixed-nucleus values; the finite proton mass lowers energies and stretches lengths by about 0.05 %, to 13.598 eV for this total and 1.059 Å for the turning point. The total cannot decide between the two densities.

The numbers for hydrogen, in eV/Å$^3$, show how different they are:

| $r$ (Å) | $t_L$ | $t_G$ | $-\frac14\nabla^2\rho$ |
|---:|---:|---:|---:|
| 0.25 | 36.735 | 11.361 | 25.374 |
| 0.50 | 4.932 | 4.416 | 0.515 |
| 1.00 | 0.039 | 0.667 | −0.628 |
| 1.50 | −0.030 | 0.101 | −0.131 |

At 0.50 Å the forms are close because the crossing lies nearby, at 0.529 Å. At 1.50 Å they disagree in sign. Divided by the density, they give $-4.01$ eV and $+13.61$ eV at that point.

## Where the ambiguity comes from

Classically, a kinetic energy density is the average of $p^2/2$ restricted to particles at $\mathbf r$. In quantum mechanics the restriction is made by $P=|\mathbf r\rangle\langle\mathbf r|$, which does not commute with $\mathbf p$. The product then has to be ordered, and two Hermitian orderings are

$$A=\tfrac14(p^2P+Pp^2),\qquad B=\tfrac12\sum_j p_jPp_j .$$

Since $p^2$ acts as $-\nabla^2$, the first has the expectation value

$$\langle A\rangle=-\tfrac14\left[(\nabla^2\psi^*)\psi+\psi^*\nabla^2\psi\right]=t_L .$$

In the second, each $p_j$ acts on the state next to it:

$$\langle B\rangle=\tfrac12\sum_j|\langle\mathbf r|p_j|\psi\rangle|^2=\tfrac12|\nabla\psi|^2=t_G .$$

Integrated over $\mathbf r$, $P$ becomes the identity and both operators become $p^2/2$. The operator $B$ gives a sum of squares in any state. The operator $A$ has no such property, as the 1s state shows. A negative $\langle A\rangle$ is thus no contradiction with $p^2/2\ge0$: a symmetrized product of two nonnegative operators need not be nonnegative when they fail to commute.

## What an electron found outside possesses

The central fault is the subtraction $E-V(r)$. It assigns the electron its original energy $E$ together with a position $r$. But $H$ does not commute with position, and an electron that has just been located is no longer in the 1s state.

The consequence can be calculated. Let an ideal detection multiply the wave function by a smooth, bounded real function $f(\mathbf r)$, large where the detector responds. The state afterwards is $\chi=f\psi/\sqrt{N}$, with $N=\int f^2\rho\,d^3r$. Its mean kinetic energy, after one integration by parts, is

$$\langle T\rangle_\chi=\frac{1}{2N}\int|\nabla(f\psi)|^2d^3r\ \ge 0 .$$

To compare it with $t_L$, expand the square for real $\psi$:

$$|\nabla(f\psi)|^2=f^2|\nabla\psi|^2+2f\psi\,\nabla f\cdot\nabla\psi+\psi^2|\nabla f|^2 .$$

The first two terms are $\nabla(f^2\psi)\cdot\nabla\psi$, by the product rule. Integrating that expression by parts moves the gradient onto $\nabla\psi$ and gives $-\int f^2\psi\nabla^2\psi\,d^3r$, which is $2\int f^2t_L\,d^3r$. The boundary term vanishes because $\psi$ decays. Hence

$$\langle T\rangle_\chi=\frac1N\int f^2t_L\,d^3r+\frac{1}{2N}\int\rho\,|\nabla f|^2d^3r .$$

The first term is the average of $E-V$ over the detected positions, which is the value the argument uses. To identify the second, add the mean potential energy $\frac1N\int f^2V\rho\,d^3r$ to both sides: the left becomes $\langle H\rangle_\chi$, and the right becomes $E$ plus the second term. The second term is therefore the mean total energy added by the detection, which the argument omits. If the detector responds only beyond the turning point, the first term is negative. The sum cannot be negative, so the second term must at least compensate for it.

Sharpening the edge of the detector does not remove the added energy. Let $f$ rise linearly from 0 to 1 across a thin shell of width $w$ at radius $R$. Then $|\nabla f|^2=1/w^2$ in a volume of about $4\pi R^2w$, and the second term is about $2\pi R^2\rho(R)/(Nw)$. It grows without limit as $w\to0$. The energy is supplied by the interaction with the detector.

One may instead measure the momentum of the undisturbed 1s state. Its amplitude is the Fourier transform

$$\phi(p)=\frac{1}{(2\pi)^{3/2}}\frac{4\pi}{p}\sqrt{\frac{Z^3}{\pi}}\int_0^\infty r\,e^{-Zr}\sin(pr)\,dr .$$

Differentiating $\int_0^\infty e^{-Zr}\sin(pr)\,dr=p/(p^2+Z^2)$ with respect to $-Z$ gives $2pZ/(p^2+Z^2)^2$ for the integral needed. Squaring the amplitude yields

$$|\phi(p)|^2=\frac{8Z^5}{\pi^2(p^2+Z^2)^4}.$$

Every outcome has $p^2/2\ge0$. The mean is

$$\int_0^\infty 4\pi p^2\,\frac{p^2}{2}\,|\phi|^2dp=\frac{16Z^5}{\pi}\int_0^\infty\frac{p^4\,dp}{(p^2+Z^2)^4}.$$

With $p=Z\tan\theta$, the last integral becomes $Z^{-3}\int_0^{\pi/2}\sin^4\theta\cos^2\theta\,d\theta$. Writing $\cos^2\theta=1-\sin^2\theta$ gives $3\pi/16-5\pi/32=\pi/32$ for the angular part. The mean is $Z^2/2$, again 13.606 eV for hydrogen. This distribution contains no negative energies to be assigned to the outer region.

The negative value does have an operational meaning of another kind. Couple $p^2/2$ to a pointer whose spread is much larger than the energies involved, so that the state is hardly disturbed, and afterwards keep only the runs in which the electron is found beyond the turning point. The mean reading over those runs tends to the average of $t_L/\rho$ over that region, about $-3.14$ eV for hydrogen. This weak value is an average over many imprecise readings selected after the fact. No single reading resolves it, and with a sharp pointer the same selected mean is positive.

## Does the outer region lower the kinetic energy?

The last claim concerns a region, so a local ambiguity might be expected to average out. It does not. Let $R$ be the dividing radius and $x=ZR$. The probability outside follows with $s=Zr$:

$$P_{\rm out}=4\int_x^\infty s^2e^{-2s}ds=e^{-2x}(1+2x+2x^2).$$

The gradient form contributes $T_G^{\rm out}=\frac{Z^2}{2}P_{\rm out}$. For the Laplacian form one also needs

$$\int_{r>R}\frac Zr\,\rho\,d^3r=4Z^2\int_x^\infty s\,e^{-2s}ds=Z^2e^{-2x}(1+2x).$$

Subtracting $\frac{Z^2}{2}P_{\rm out}$ gives

$$T_L^{\rm out}=Z^2e^{-2x}\left(\tfrac12+x-x^2\right).$$

The difference of the two results is $-2Z^2x^2e^{-2x}$. The divergence theorem accounts for it. The outward normal of the outer region points toward the nucleus at $r=R$, so $\int_{r>R}\nabla^2\rho\,d^3r=-4\pi R^2\rho'(R)$, and multiplication by $-\frac14$ gives

$$T_L^{\rm out}-T_G^{\rm out}=\pi R^2\rho'(R).$$

Inserting $\rho'=-2Z\rho$ reproduces $-2Z^2x^2e^{-2x}$. The surface term vanishes for $R\to0$ and $R\to\infty$, but at no finite radius between, because the 1s density falls monotonically.

For hydrogen, divided at the turning point, $x=2$ and $P_{\rm out}=13e^{-4}=0.238$. This confirms the 24 % in the argument. The energies are

- Laplacian form: $14.353$ eV inside and $-0.748$ eV outside;
- gradient form: $10.366$ eV inside and $3.240$ eV outside.

Both pairs add to 13.606 eV, to within rounding. The outside values differ by $-0.748-3.240\approx-3.99$ eV, which is the surface term. The statement that the outer region lowers the kinetic energy is therefore a statement about the chosen density.

Even within the Laplacian form, the sign depends on where the region begins. Differentiation gives

$$\frac{dT_L^{\rm out}}{dx}=2Z^2x(x-2)e^{-2x},$$

so the outside integral is most negative when the division is made at the turning point. It vanishes when $x^2-x-\frac12=0$, that is, at $x=(1+\sqrt3)/2$. For hydrogen this radius is 0.723 Å. Beyond it, the positive part of $t_L$ before the turning point cancels the negative part after it.

## The gradient form is not the unique repair

One might keep the argument and replace $t_L$ by $t_G$ on the ground that a kinetic energy density should be positive. That criterion is too weak. Consider the family

$$t_\lambda=t_G-\frac\lambda4\nabla^2\rho=(1-\lambda)t_G+\lambda t_L,$$

whose total is $Z^2/2$ for every real $\lambda$. For 1s,

$$\frac{t_\lambda}{\rho}=\frac{\lambda Z}{r}+(1-2\lambda)\frac{Z^2}{2}.$$

Near the nucleus the first term dominates, so a nonnegative density requires $\lambda\ge0$. Far away the second dominates, which requires $\lambda\le\frac12$. When both conditions hold, neither term is negative. The family is thus nonnegative everywhere for $0\le\lambda\le\frac12$ and for no other $\lambda$.

Outside this interval the sign changes at

$$r=\frac{2\lambda}{(2\lambda-1)Z}.$$

For $\lambda>\frac12$ the negative region lies beyond this radius; for $\lambda<0$ it lies within. The value $\lambda=1$ recovers $2/Z$. The radius at which "negative kinetic energy" begins can therefore be moved by changing $\lambda$, with the state and its total kinetic energy unchanged.

The midpoint $\lambda=\frac12$ gives $t_{1/2}=Z\rho/(2r)$, which is positive and yet differs from $t_G$. At 0.25 Å in hydrogen it is 24.05 eV/Å$^3$, against 11.36 for the gradient form. At 1.50 Å it is 0.036, against 0.101. Nor does this family exhaust the freedom, since any function of zero integral may be added without changing the total. A particular use may supply a further condition that selects one form, but that condition then has to be stated.

## Large distances and excited states

The argument could be recast as an asymptotic one: far from the nucleus, perhaps, the choice ceases to matter. The $ns$ states allow a check. Their radial function is a polynomial $q(r)$ of degree $n-1$ times $e^{-\kappa r}$, with $\kappa=Z/n$ and $E=-\kappa^2/2$. Away from nodes, the Schrödinger equation gives

$$\frac{t_L}{\rho}=-\frac{\kappa^2}{2}+\frac Zr .$$

For the gradient form, the logarithmic derivative is

$$\frac{\psi'}{\psi}=-\kappa+\frac{q'}{q}=-\kappa+\frac{n-1}{r}+O(r^{-2}),$$

because the highest power of $q$ dominates at large $r$. Squaring and halving,

$$\frac{t_G}{\rho}=\frac{\kappa^2}{2}-\frac{\kappa(n-1)}{r}+O(r^{-2}).$$

The ratios tend to opposite limits, $E$ and $-E$. The densities themselves both vanish, but the disagreement per unit density tends to $\kappa^2$. For 1s, $q$ is constant and $t_G/\rho$ has its limiting value at every distance.

For hydrogen 2s the limits are $\mp3.401$ eV, and the approach is slow. At 10 Å the ratios are $-1.96$ eV for $t_L$ and $2.64$ eV for $t_G$; at 100 Å they are $-3.257$ and $3.329$ eV. The remaining deviations at 100 Å are 0.144 and 0.072 eV in magnitude. Their ratio of nearly two follows from the leading corrections, $1/r$ and $-1/(2r)$ for $Z=1$ and $n=2$.

The 2s node shows the disagreement in another way. There $\psi=0$, so $t_L=0$. But $\psi'$ cannot vanish at the same point, or the second-order radial equation would make $\psi$ zero everywhere. Hence $t_G>0$ at a point where the probability density is zero, and the ratio $t_G/\rho$ diverges. Positivity does not turn $t_G/\rho$ into the kinetic energy of an electron found at that point either.

## Assessment

The formula $t_L/\rho=E-V$, its sign change and the probability of 24 % can stand. The claim about individual electrons should be withdrawn, because it combines the energy before detection with the position after it; the negative value survives only as a mean over weak readings selected by position afterwards. The claim about the outer region should name the density used and give the surface term that separates it from the gradient form. Values for further distances are in the numerical output below.

## Computed values

```
Hydrogen atom, fixed nucleus, Z = 1
Hartree energy: 27.21139 eV
Bohr radius: 0.529177 angstrom
1s energy: -13.6057 eV
Radius where tL = tG: 0.5292 angstrom
Radius where tL = 0: 1.0584 angstrom
Local densities in eV/angstrom^3, r in angstrom:
     r         tL         tG   -Lap(rho)/4   (tL+tG)/2
  0.25   36.73503   11.36105      25.37398    24.04804
  0.50    4.93185    4.41641       0.51543     4.67413
  1.00    0.03894    0.66738      -0.62843     0.35316
  1.50   -0.02969    0.10085      -0.13054     0.03558
  2.00   -0.00718    0.01524      -0.02241     0.00403
Ratios to rho in eV, r in angstrom:
  r = 0.50: tL/rho = 15.1936, tG/rho = 13.6057
  r = 1.00: tL/rho = 0.7940, tG/rho = 13.6057
  r = 1.50: tL/rho = -4.0059, tG/rho = 13.6057
  r = 2.00: tL/rho = -6.4059, tG/rho = 13.6057
Regions divided at the radius where tL = 0:
  probability outside: 0.2381
  integral of tL: inside 14.3533 eV, outside -0.7476 eV, total 13.6057 eV
  integral of tG: inside 10.3661 eV, outside 3.2396 eV, total 13.6057 eV
  surface term pi R^2 rho'(R): -3.9872 eV
Radius with zero outside integral of tL: 0.7229 angstrom
Mean p^2/2 from momentum distribution: 13.6057 eV
2s state, ratios to rho in eV:
  r = 10 angstrom: tL/rho = -1.9615, tG/rho = 2.6439
  r = 100 angstrom: tL/rho = -3.2574, tG/rho = 3.3290
  r = 1000 angstrom: tL/rho = -3.3870, tG/rho = 3.3942
  limits: -3.4014 and 3.4014 eV
```
